# Single-Transition Operators and the Sign Reversal by a Selective 2π Pulse

In a calculation of an NMR pulse sequence containing a selective $2\pi$ pulse, one must decide whether that pulse may be deleted. If the irradiated line is treated as an isolated two-level system, its Bloch vector makes a full turn and the pulse appears to do nothing. If the spin system has further levels, deleting the pulse can give other lines the wrong sign. The decision depends on how the pulse acts on coherences that share one level with the irradiated transition: they turn at half the pulse angle.

## Operators and the selective pulse

Let $|r\rangle$, $|s\rangle$, $|t\rangle$ be distinct orthonormal energy levels and $E_{ab}=|a\rangle\langle b|$. The single-transition operators of the pair $r,s$ are

$$I_x^{rs}=\tfrac12(E_{rs}+E_{sr}),\quad I_y^{rs}=\tfrac1{2i}(E_{rs}-E_{sr}),\quad I_z^{rs}=\tfrac12(E_{rr}-E_{ss}).$$

Exchanging the labels leaves $I_x$ unchanged and reverses $I_y$ and $I_z$. The inverse relations needed below are

$$E_{rs}+E_{sr}=2I_x^{rs},\qquad E_{rs}-E_{sr}=2i\,I_y^{rs}.$$

An ideal selective pulse has the rotating-frame Hamiltonian $\hbar\omega I_x^{rs}$ for a time $\tau$. With $\theta=\omega\tau$,

$$U=e^{-i\theta I_x^{rs}},\qquad \rho\to U\rho U^\dagger .$$

This form assumes that the radiofrequency (rf) field is resonant with $r$–$s$ and weak compared with the frequency offsets of the other transitions it could drive. Free evolution during the pulse has been removed, and relaxation is neglected.

A coherence is called connected if it shares exactly one level with the pulsed pair. The result to be derived is

$$\begin{aligned}
UI_x^{st}U^\dagger&=I_x^{st}\cos\tfrac\theta2+I_y^{rt}\sin\tfrac\theta2,\\
UI_y^{st}U^\dagger&=I_y^{st}\cos\tfrac\theta2-I_x^{rt}\sin\tfrac\theta2 .
\end{aligned}\tag{1}$$

## First derivation: commutators

Orthonormality gives $E_{ab}E_{cd}=\delta_{bc}E_{ad}$, and therefore

$$[E_{ab},E_{cd}]=\delta_{bc}E_{ad}-\delta_{da}E_{cb}.\tag{2}$$

If two pairs have no level in common, every delta vanishes and their operators commute.

For operators of the same pair, (2) gives $[E_{rs},E_{sr}]=E_{rr}-E_{ss}$. Hence

$$[I_x^{rs},I_y^{rs}]=\frac1{4i}\left(-[E_{rs},E_{sr}]+[E_{sr},E_{rs}]\right)
=-\frac{2}{4i}(E_{rr}-E_{ss})=iI_z^{rs}.$$

Also $[E_{rr}-E_{ss},E_{rs}]=2E_{rs}$ and $[E_{rr}-E_{ss},E_{sr}]=-2E_{sr}$, so

$$[I_z^{rs},I_x^{rs}]=\tfrac12(E_{rs}-E_{sr})=iI_y^{rs},$$

$$[I_y^{rs},I_z^{rs}]=-\frac1{4i}(2E_{rs}+2E_{sr})=iI_x^{rs}.$$

These are the ordinary rules of a spin 1/2.

For pairs connected through $s$, the four brackets are

$$[E_{rs},E_{st}]=E_{rt},\quad [E_{sr},E_{ts}]=-E_{tr},\quad [E_{rs},E_{ts}]=[E_{sr},E_{st}]=0.$$

Inserting the definitions,

$$\begin{aligned}
[I_x^{rs},I_x^{st}]&=\tfrac14(E_{rt}-E_{tr})=\tfrac i2I_y^{rt},\\
[I_y^{rs},I_y^{st}]&=-\tfrac14(E_{rt}-E_{tr})=-\tfrac i2I_y^{rt},\\
[I_x^{rs},I_y^{st}]&=\tfrac1{4i}(E_{rt}+E_{tr})=-\tfrac i2I_x^{rt},\\
[I_y^{rs},I_x^{st}]&=\tfrac1{4i}(E_{rt}+E_{tr})=-\tfrac i2I_x^{rt}.
\end{aligned}\tag{3}$$

The minus sign in the second line comes from $(1/2i)^2=-1/4$. In the last two lines, the minus sign in one $I_y$ cancels the one in $[E_{sr},E_{ts}]=-E_{tr}$.

For the longitudinal operator, $[E_{rr}-E_{ss},E_{st}]=-E_{st}$ and $[E_{rr}-E_{ss},E_{ts}]=E_{ts}$. Thus

$$\begin{aligned}
[I_z^{rs},I_x^{st}]&=-\tfrac14(E_{st}-E_{ts})=-\tfrac i2I_y^{st},\\
[I_z^{rs},I_y^{st}]&=-\tfrac1{4i}(E_{st}+E_{ts})=\tfrac i2I_x^{st},
\end{aligned}$$

while $[I_z^{rs},I_z^{st}]=0$ because both operators are diagonal.

To turn the commutators into a rotation, define $\mathcal C A=[I_x^{rs},A]$. The operator $A(\theta)=UAU^\dagger$ satisfies $dA/d\theta=-i\,\mathcal C A(\theta)$, so

$$A(\theta)=\sum_{n=0}^{\infty}\frac{(-i\theta)^n}{n!}\mathcal C^nA.\tag{4}$$

A second commutator is needed. Exchanging $r$ and $s$ in (3), and using $I_x^{sr}=I_x^{rs}$, gives

$$[I_x^{rs},I_y^{rt}]=-\tfrac i2I_x^{st},\qquad [I_x^{rs},I_x^{rt}]=\tfrac i2I_y^{st}.$$

Therefore

$$\mathcal C^2I_x^{st}=\tfrac i2\left(-\tfrac i2\right)I_x^{st}=\tfrac14I_x^{st},\qquad
\mathcal C^2I_y^{st}=\left(-\tfrac i2\right)\tfrac i2I_y^{st}=\tfrac14I_y^{st}.$$

For either operator $A$, $\mathcal C^{2k}A=4^{-k}A$ and $\mathcal C^{2k+1}A=4^{-k}\mathcal CA$. Separating even and odd terms in (4),

$$\begin{aligned}
A(\theta)&=A\sum_k\frac{(-1)^k(\theta/2)^{2k}}{(2k)!}
-2i\,\mathcal CA\sum_k\frac{(-1)^k(\theta/2)^{2k+1}}{(2k+1)!}\\
&=A\cos\tfrac\theta2-2i\,[I_x^{rs},A]\sin\tfrac\theta2 .
\end{aligned}$$

The factor 2 arises because $\theta^{2k+1}/4^k=2(\theta/2)^{2k+1}$. For $A=I_x^{st}$ the last coefficient is $-2i(i/2)=1$; for $A=I_y^{st}$ it is $-2i(-i/2)=-1$. This is (1).

The pulsed pair itself behaves differently. There $\mathcal C^2I_y^{rs}=I_y^{rs}$, without the factor 1/4, and the same summation gives

$$UI_y^{rs}U^\dagger=I_y^{rs}\cos\theta+I_z^{rs}\sin\theta .$$

Populations also follow the full angle, even on a connected transition. To see this, write

$$I_z^{st}=-\tfrac12I_z^{rs}+\tfrac14(E_{rr}+E_{ss}-2E_{tt}).$$

The coefficient of $E_{rr}$ is $-\frac14+\frac14=0$, that of $E_{ss}$ is $\frac14+\frac14=\frac12$, and that of $E_{tt}$ is $-\frac12$, as required. The bracket commutes with the pulse, while $I_z^{rs}$ becomes $I_z^{rs}\cos\theta-I_y^{rs}\sin\theta$. The half-angle rule is thus a statement about connected coherences, not about every operator carrying the label $s$.

## Second derivation: state vectors

The result also follows without a commutator. Let $P=E_{rr}+E_{ss}$ project onto the pulsed pair. Direct multiplication gives

$$(I_x^{rs})^2=\tfrac14(E_{rs}E_{sr}+E_{sr}E_{rs})=\tfrac14P.$$

Outside the pair the exponential is the identity. Inside it, even powers of the generator give $P$ and odd powers give $I_x^{rs}$, so

$$U=1-P+P\cos\tfrac\theta2-2i\,I_x^{rs}\sin\tfrac\theta2 .\tag{5}$$

Since $2I_x^{rs}|s\rangle=|r\rangle$,

$$U|s\rangle=\cos\tfrac\theta2\,|s\rangle-i\sin\tfrac\theta2\,|r\rangle,\qquad U|t\rangle=|t\rangle .$$

A connected coherence has one side inside the pair and one outside. Only one side changes:

$$UE_{st}U^\dagger=E_{st}\cos\tfrac\theta2-iE_{rt}\sin\tfrac\theta2 .\tag{6}$$

The Hermitian conjugate is $UE_{ts}U^\dagger=E_{ts}\cos\frac\theta2+iE_{tr}\sin\frac\theta2$. Half the sum of these equations has the sine term

$$-\tfrac i2(E_{rt}-E_{tr})=-\tfrac i2(2iI_y^{rt})=I_y^{rt}.$$

Their difference divided by $2i$ has the sine term

$$\frac{-i(E_{rt}+E_{tr})}{2i}=-I_x^{rt}.$$

Both lines of (1) are recovered.

At $\theta=2\pi$, (5) becomes

$$U(2\pi)=1-2P.\tag{7}$$

Each state of the pair acquires a factor $-1$, and all other states acquire $+1$. A connected coherence gets one factor $-1$ and reverses. A coherence within the pair gets two and returns. A coherence wholly outside gets none. At $4\pi$, $U=1$ and everything returns.

The direction of the rotation axis within the pair does not matter for (7). For a unit vector $\mathbf n$, the three operators of the pair are half the Pauli matrices on the pair, so $(\mathbf n\cdot\mathbf I^{rs})^2=P/4$ and the same exponential results with $\mathbf n\cdot\mathbf I^{rs}$ replacing $I_x^{rs}$. The rf phase sets only the transverse direction; a component $n_z$ is a resonance offset. Since that offset also acts without the pulse, the factor of $E_{st}$ relative to free evolution is then $-e^{-i\pi n_z}$ rather than $-1$.

For a small pulse, (1) keeps a fraction $1-\theta^2/8$ of the coherence to second order and transfers an amplitude $\theta/2$. At $\theta=\pi$ the connected coherence has been transferred completely from $s$–$t$ to $r$–$t$.

## What each derivation assumes

The commutator derivation needs the equation of motion of the density operator and the closure $\mathcal C^2A=A/4$. It never assigns a phase to an individual state. Adding a multiple of the identity to the Hamiltonian would change $U$ by an overall phase but leave every commutator unchanged. The derivation therefore deals directly with observable, relative signs.

The state-vector derivation needs the stronger relation $(I_x^{rs})^2=P/4$, a statement about products rather than commutators, and a level $|t\rangle$ on which the pulse does not act. In return it identifies the origin of the sign: the pair changes phase relative to the rest of the spin system. If there is no rest, the factor $-1$ is an overall phase and cannot be observed.

Both assume that the Hamiltonian contains no extra term shifting the pair relative to $|t\rangle$. Suppose such a shift contributes $e^{-i\chi P}$. Since $P$ commutes with all operators of the pair, the Bloch vector of the irradiated line is unaffected. The connected coherence (6), however, is multiplied by $e^{-i\chi}$, and after a $2\pi$ pulse its factor is $-e^{-i\chi}$. A correct full turn on the irradiated line is thus insufficient evidence for a correct sign reversal elsewhere.

## The sign reversal in a coupled pair

Consider weakly coupled spins 1/2, $I$ and $S$, with levels $1=\alpha\alpha$, $2=\alpha\beta$, $3=\beta\alpha$, $4=\beta\beta$, the state of $I$ being written first. The selective pulse acts on the $S$ line 1–2, and the observed operator is

$$I_x=I_x^{13}+I_x^{24}.$$

Transition 1–3 shares level 1 with the pulse, and 2–4 shares level 2. Applying (1) to each,

$$UI_xU^\dagger=I_x\cos\tfrac\theta2+(I_y^{23}+I_y^{14})\sin\tfrac\theta2 .$$

The complete $I$ signal follows $\cos(\theta/2)$, although only one $S$ line is irradiated. The missing part is zero-quantum coherence 2–3 and double-quantum coherence 1–4. Its share of the squared operator norm is $\sin^2(\theta/2)$: 0.5 at 90°, 1 at 180° and 0 at 360°.

For the $2\pi$ pulse, $P=\frac12+I_z$, and (7) becomes $U=-2I_z$. Since $I_z$ and $I_x$ anticommute and $4I_z^2=1$,

$$UI_xU^\dagger=4I_zI_xI_z=-I_x .$$

The $S$ pulse acts on $I$ as a $\pi$ rotation about $z$. Levels 3 and 4 provide the phase reference that an isolated spin lacks.

## Finite selectivity

A real rf field acts on the whole $S$ spin. In the rotating frame centred on line 1–2,

$$H/\hbar=2\pi J I_zS_z-\pi JS_z+2\pi\nu_1S_x,$$

where $J$ is the coupling and $\nu_1$ the rf amplitude, both in Hz. This Hamiltonian takes $I$ on resonance in its own rotating frame and omits both the rf acting on $I$ and the flip-flop part of the coupling, as is appropriate for a heteronuclear pair. In a homonuclear pair these terms make the phase errors unequal: with the values used below and a shift difference of 2000 Hz they are about $-4.7^\circ$ and $+2.9^\circ$. For $I=\alpha$ the two $S_z$ terms cancel, leaving a resonant rotation by $\theta=2\pi\nu_1\tau$. For $I=\beta$ they add to $-2\pi JS_z$, and the effective frequency is

$$\nu_e=\sqrt{J^2+\nu_1^2}.$$

Free evolution in this block has frequency $J$. The half-angle in excess of free evolution is therefore

$$\delta=\pi(\nu_e-J)\tau .$$

For a $2\pi$ pulse $\tau=1/\nu_1$, and when $\nu_1\ll J$ the expansion $\nu_e-J\approx\nu_1^2/(2J)$ gives

$$\delta\approx\frac{\pi\nu_1}{2J}.\tag{8}$$

The two states of the $\beta$ block acquire opposite phases, so the two $I$ lines have opposite phase errors relative to ideal inversion.

Take the model values $J=200$ Hz and $\nu_1=10$ Hz. The pulse lasts $1/(10\ \mathrm{Hz})=100$ ms, and (8) gives

$$\delta\approx\frac{\pi\times10}{2\times200}=0.0785\ \mathrm{rad}=4.50^\circ .$$

Propagation with the full rotating-frame Hamiltonian gives errors of $-4.49^\circ$ on line 1–3 and $+4.49^\circ$ on line 2–4. In the summed signal the opposite errors leave a cosine: $-\cos4.49^\circ=-0.997$, in agreement with the simulated value. Doubling $\nu_1$ to 20 Hz nearly doubles the errors, to 8.93°.

The small signal at 180°, 0.0020 instead of zero, has another cause. With free evolution removed, the $I$ signal is $\frac12\mathrm{Re}\,\mathrm{Tr}(V_\alpha V_\beta^\dagger)$, where $V_\alpha$ and $V_\beta$ are the $S$ propagators in the two blocks. The rotation axis in the $\beta$ block has a transverse component $\nu_1/\nu_e$. When $J\tau$ is an integer, as it is for all tabulated angles, the trace gives

$$\cos\tfrac\theta2\cos\delta+\frac{\nu_1}{\nu_e}\sin\tfrac\theta2\sin\delta .$$

At 180° the first term vanishes and $\delta$ is half its value at 360°, about 0.039. The second term is then $0.05\times0.039=0.0020$. When $J\tau$ is not an integer the residual at 180° can be of order $\nu_1/J$; for $\nu_1=13$ Hz it is $-0.029$.

In the opposite limit the pulse is hard and both blocks make nearly the same turn. For $\nu_1=20000$ Hz the signal is $+0.9995$: the reversal has disappeared because levels 3 and 4 have changed sign too. The deficit from 1 is $\cos\pi J\tau$ with $J\tau=0.01$ and comes from removing free evolution; the full propagator gives 1.0000.

At intermediate amplitudes the $\beta$ block can close completely. A $2\pi$ pulse on the resonant block turns the other by $2\pi\nu_e/\nu_1$. Setting $\nu_e/\nu_1=n$ requires

$$\nu_1=\frac{J}{\sqrt{n^2-1}},\qquad n=2,3,\ldots,$$

and the $\beta$ propagator is $(-1)^n$. For $n=4$, $\nu_1=200/\sqrt{15}=51.64$ Hz, and the full propagator turns the initial $I_x$ into $-I_x$. For $n=3$, $\nu_1=70.71$ Hz, both blocks change sign and $I_x$ returns unchanged.

These last statements compare the signal with its starting value, include the $J$ evolution during the pulse, and hold for zero offset of $I$. Without the pulse, the signal after the same time would be $0.921$ for $n=4$ and $-0.858$ for $n=3$. Relative to free evolution, therefore, the pulse reverses the sign of the summed signal in both cases. The reversal of the separate lines is not exact: their phases miss inversion by $22.9^\circ$ for $n=4$ and $30.9^\circ$ for $n=3$, in opposite directions on the two lines. A calculation must use the same reference as the measurement: the coherence before the pulse, or the coherence after an equal delay without it.

The numerical output below lists the commutator coefficients, the signal at seven pulse angles and the selectivity comparisons.

## Computed results

```
Commutator coefficients, divided by i (no unit)
 [x(rs),y(rs)] on z(rs): +1.00
 [x(rs),x(st)] on y(rt): +0.50
 [y(rs),y(st)] on y(rt): -0.50
 [x(rs),y(st)] on x(rt): -0.50
 [y(rs),x(st)] on x(rt): -0.50
 [z(rs),x(st)] on y(st): -0.50
 [z(rs),y(st)] on x(st): +0.50
Coupling J = 200.0 Hz
rf amplitude nu1 = 10.0 Hz
Duration of 2 pi pulse = 100.0 ms
Columns: angle/deg; x13 kept; y23 gained; y12 kept;
 ideal I signal; simulated I signal; ZQ+DQ fraction
   0  1.0000  0.0000  1.0000  1.0000  1.0000  0.0000
  90  0.7071  0.7071  0.0000  0.7071  0.7077  0.5000
 180  0.0000  1.0000 -1.0000  0.0000  0.0020  1.0000
 270 -0.7071  0.7071  0.0000 -0.7071 -0.7038  0.5000
 360 -1.0000  0.0000  1.0000 -1.0000 -0.9969  0.0000
 540  0.0000 -1.0000 -1.0000  0.0000 -0.0059  1.0000
 720  1.0000  0.0000  1.0000  1.0000  0.9877  0.0000
2 pi pulse: nu1/Hz; phase errors of lines 13, 24/deg;
 leading estimate/deg; simulated I signal
  5.0   -2.249    2.249    2.250  -0.9992
 10.0   -4.492    4.492    4.500  -0.9969
 20.0   -8.934    8.934    9.000  -0.9877
Hard 2 pi pulse, nu1 = 20000 Hz: I signal = 0.9995
Matched 2 pi pulse: n; nu1/Hz; duration/ms;
 I signal with pulse; I signal without pulse
 3   70.711   14.142   1.0000  -0.8582
 4   51.640   19.365  -1.0000   0.9214
```
